# Linear spin-orbit terms at the zone centre of polar hafnia

In a small plane-wave model with the space group of polar hafnia, the lowest band splits by 2.19 meV (a size specific to the small basis used) at a wavevector of 1.5 nm⁻¹ along the \(a\) axis. At the same distance along the polar \(c\) axis the computed splitting is \(10^{-13}\) eV, which is rounding error. Spin-orbit coupling and the absence of inversion symmetry are common to both directions, so neither explains the difference. The two glide planes do.

## Setting and assumptions

Polar orthorhombic hafnia has space group Pca2₁ and point group mm2. Let \(x,y,z\) run along \(a,b,c\), with \(z\) polar. The group is generated by lattice translations and two glides,

\[
g_x:(x,y,z)\mapsto(-x+\tfrac a2,\;y,\;z+\tfrac c2),\qquad
g_y:(x,y,z)\mapsto(x+\tfrac a2,\;-y,\;z).
\]

Their point parts are the mirrors \(M_x\) and \(M_y\), which reverse \(x\) and \(y\).

The assumptions are:

1. The crystal is periodic and nonmagnetic, and its electrons obey a one-particle Hamiltonian \(H\) with spin-orbit coupling.
2. The band is nondegenerate at \(\mathbf k=0\) apart from spin. Time reversal \(T\) satisfies \(T^2=-1\) for one electron, so each level there is at least a doublet; the level considered is just a doublet, separated by a gap from all others.

Acting on cell-periodic functions, the Hamiltonian is

\[
H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}
=H(0)+\sum_i k_iW_i+O(k^2),\qquad
W_i=\left.\frac{\partial H(\mathbf k)}{\partial k_i}\right|_0 .
\]

Let \(P\) project on the doublet. Coupling through other bands needs two factors of \(W_i\) and starts at order \(k^2\). The complete linear Hamiltonian is therefore \(H_1=\sum_i k_iPW_iP\), a Hermitian 2×2 matrix.

**Theorem.** Under these assumptions there is a basis of the doublet in which

\[
H_1=\alpha_xk_x\sigma_y+\alpha_yk_y\sigma_x ,
\]

with \(\alpha_x,\alpha_y\) real and not related to each other by symmetry.

## The symmetry operators on the doublet

**Lemma 1.** A basis exists in which the glides and time reversal act as \(G_x=-i\sigma_x\), \(G_y=-i\sigma_y\), \(T=i\sigma_yK\), where \(K\) is complex conjugation.

*Proof.* A mirror is inversion times a half-turn about its normal. Inversion leaves spin unchanged, and the half-turn about \(x\) is \(e^{-i\pi\sigma_x/2}=-i\sigma_x\); likewise for \(y\). Applying \(g_x\) twice gives a translation by \(c\), and \(g_y\) twice gives a translation by \(a\). Lattice translations are unity at \(\mathbf k=0\), while the spin factors square to \(-1\). Hence \(G_x^2=G_y^2=-1\).

In the two orders the glides give

\[
g_xg_y:\ (-x,\,-y,\,z+\tfrac c2),\qquad
g_yg_x:\ (-x+a,\,-y,\,z+\tfrac c2).
\]

These differ by a lattice translation, again unity. The spin factors anticommute, so \(G_xG_y=-G_yG_x\).

The matrices \(iG_x\) and \(iG_y\) are thus Hermitian, square to one and anticommute. Diagonalize \(iG_x\). Its eigenvalues are \(+1\) and \(-1\), because \(iG_y\) turns each into the other. A choice of relative phase and a rotation of the basis bring the pair to \(\sigma_x,\sigma_y\).

Time reversal commutes with both glides. The operator \(i\sigma_yK\) does so, since it reverses each \(\sigma_j\) and also conjugates the factor \(-i\). Another antiunitary operator with this property differs from it by a unitary matrix commuting with \(\sigma_x\) and \(\sigma_y\), which is a phase and has no effect on conjugation. ∎

**Remark.** When spin-orbit coupling is weak, the doublet is nearly an orbital state times a spin. The group mm2 is abelian, so its four orbital representations are one-dimensional, with mirror characters \(\pm1\). These signs multiply \(G_x\) and \(G_y\) and cancel in \(GH_1G^{-1}\). All four orbital types therefore have the same allowed terms.

## Proof of the theorem

A glide with point part \(R\) turns \(e^{i\mathbf k\cdot\mathbf r}\) into \(e^{i(R\mathbf k)\cdot\mathbf r}\) times a constant phase from its fractional translation. The phase cancels between the two exponentials in \(H(\mathbf k)\). Since \(P\) is invariant,

\[
GH_1(\mathbf k)G^{-1}=H_1(R\mathbf k),\qquad
TH_1(\mathbf k)T^{-1}=H_1(-\mathbf k).
\]

The general Hermitian form has twelve real coefficients:

\[
H_1=\sum_{i=x,y,z}k_i\left(a_i\sigma_0+\sum_{j=x,y,z}b_{ij}\sigma_j\right).
\]

Conjugation by \(G_x\) preserves \(\sigma_0,\sigma_x\) and reverses \(\sigma_y,\sigma_z\). Because \(M_x\) reverses \(k_x\) alone, \(k_x\) must multiply a reversed matrix, and \(k_y,k_z\) must multiply preserved ones. Conjugation by \(G_y\) preserves \(\sigma_0,\sigma_y\) and reverses \(\sigma_x,\sigma_z\); now \(k_y\) needs a reversed matrix. Both conditions together give

\[
\begin{aligned}
k_x&:\ \{\sigma_y,\sigma_z\}\cap\{\sigma_0,\sigma_y\}=\{\sigma_y\},\\
k_y&:\ \{\sigma_0,\sigma_x\}\cap\{\sigma_x,\sigma_z\}=\{\sigma_x\},\\
k_z&:\ \{\sigma_0,\sigma_x\}\cap\{\sigma_0,\sigma_y\}=\{\sigma_0\}.
\end{aligned}
\]

The mirrors alone thus leave three terms: \(k_x\sigma_y\), \(k_y\sigma_x\) and \(k_z\sigma_0\). Time reversal preserves \(\sigma_0\), so its condition on the last term is \(a_zk_z=-a_zk_z\), hence \(a_z=0\). It reverses \(\sigma_x\) and \(\sigma_y\), just as it reverses \(\mathbf k\), and the other two terms remain. Each satisfies every condition separately, so symmetry does not relate their coefficients. ∎

The discarded term would give both spin states the same velocity along the polar axis at \(\mathbf k=0\). A polar axis permits this; time reversal forbids it. A magnetic crystal that kept both glides but lost time reversal could have it.

**If one mirror is lost.** Suppose a shear removes \(g_y\) but keeps \(g_x\) and \(T\). The first condition, with \(\sigma_0\) excluded by \(T\), allows \(k_x\sigma_y\), \(k_x\sigma_z\), \(k_y\sigma_x\) and \(k_z\sigma_x\). The last term splits the band along the former polar axis.

## What the Pauli matrices mean

The matrices \(\sigma_j\) describe a pseudospin. Let \(\Sigma_j\) be the true spin matrices.

**Lemma 2.** \(P\Sigma_jP=s_j\sigma_j\), with real \(s_j\).

*Proof.* The projected operator is Hermitian and odd under \(T\), so it contains no \(\sigma_0\). Under the pair \((G_x,G_y)\) the signs of the \(x,y,z\) components are \((+,-)\), \((-,+)\) and \((-,-)\), for true spin and pseudospin alike. The three pairs differ, so components cannot mix. ∎

If \(s_x\) and \(s_y\) are nonzero, half-turns of the basis make them positive, and this fixes the signs of \(\alpha_x,\alpha_y\). The choice matters when the result is written as

\[
H_1=\alpha_R(k_x\sigma_y-k_y\sigma_x)+\alpha_D(k_x\sigma_y+k_y\sigma_x).
\]

Matching coefficients gives \(\alpha_x=\alpha_R+\alpha_D\) and \(\alpha_y=\alpha_D-\alpha_R\), hence

\[
\alpha_R=\frac{\alpha_x-\alpha_y}2,\qquad
\alpha_D=\frac{\alpha_x+\alpha_y}2 .
\]

These are the Rashba and Dresselhaus parts. A half-turn of the pseudospin about \(x\) changes \(\alpha_x\) to \(-\alpha_x\), which sends \(\alpha_R\) to \(-\alpha_D\) and \(\alpha_D\) to \(-\alpha_R\). The energies are unchanged, but the labels have changed places. They acquire physical meaning through the link to true spin.

## Splitting, spin direction and reversal

**Corollary 1.** To first order in \(\mathbf k\), the splitting is

\[
\Delta E=2\sqrt{\alpha_x^2k_x^2+\alpha_y^2k_y^2}.
\]

*Proof.* Squaring gives

\[
H_1^2=(\alpha_x^2k_x^2+\alpha_y^2k_y^2)\sigma_0
+\alpha_x\alpha_yk_xk_y(\sigma_y\sigma_x+\sigma_x\sigma_y),
\]

and the last bracket vanishes. Since \(H_1\) has zero trace, its eigenvalues are plus and minus the square root. ∎

**Proposition.** On the whole line \(k_x=k_y=0\), each level is at least twofold degenerate.

*Proof.* Both glides preserve \(k_z\). Their products in the two orders differ by a translation \(a\) along \(x\), which is unity when \(k_x=0\). Their spin factors anticommute, so \(G_xG_y=-G_yG_x\) for each \(k_z\). If \(G_x\psi=\lambda\psi\), then \(G_x(G_y\psi)=-\lambda G_y\psi\). As \(G_x\) is unitary, \(\lambda\ne0\), so \(\psi\) and \(G_y\psi\) are orthogonal states of the same energy. ∎

This explains the opening observation without an expansion in \(k_z\).

**Corollary 2.** The inversion-related polar state has coefficients \(-\alpha_x,-\alpha_y\). Both vanish in a centrosymmetric crystal.

*Proof.* Inversion reverses \(\mathbf k\) and leaves spin unchanged, so \(H_1'(\mathbf k)=H_1(-\mathbf k)\) in spin-linked axes. If the crystal is its own inverse, each coefficient equals its negative. ∎

Exchanging these two polar states therefore reverses both signs. This does not make the coefficients proportional to polarization along the switching path.

**Spin texture.** Write \(H_1=\mathbf b\cdot\boldsymbol\sigma\), with \(\mathbf b=(\alpha_yk_y,\alpha_xk_x,0)\). On a circle \((k_x,k_y)=k(\cos\theta,\sin\theta)\), the angle \(\phi\) of \(\mathbf b\) obeys

\[
\frac{d\phi}{d\theta}
=\frac{b_x\,db_y/d\theta-b_y\,db_x/d\theta}{b^2}
=-\frac{k^2\alpha_x\alpha_y}{b^2}.
\]

The field traces an ellipse once. It winds \(-1\) times when \(\alpha_x\alpha_y>0\) and \(+1\) times when \(\alpha_x\alpha_y<0\). If just one coefficient vanishes, equivalently \(|\alpha_R|=|\alpha_D|\ne0\), the field stays on a fixed line and reverses where it passes through zero.

## A numerical test crystal

The model behind the opening numbers has cell edges 0.52, 0.50 and 0.51 nm. Gaussian potential wells sit on three sets of sites generated by Pca2₁, and the spin-orbit term is proportional to \(\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)\), with a deliberately enlarged strength. The basis of 125 plane waves per spin is part of the model. This truncation keeps the symmetry, but the coefficients, including their relative sign, are not converged values for the Gaussian wells. With 343 and 729 plane waves per spin, the lowest band's splitting at \(k_x=1.5\) nm⁻¹ falls from 2.19 meV to 1.13 and 0.21 meV, and \((\alpha_x,\alpha_y)\) become \((3.7,-1.3)\times10^{-4}\) and \((6.6,+3.6)\times10^{-5}\) eV nm, so \(\alpha_y\) changes sign. The numbers below refer to 125 plane waves. The model tests symmetry and does not compute hafnia's bands.

Twelve isolated doublets were tested. The output's count of four orbital irreps uses only the signs of mean glide values; the enlarged spin-orbit term mixes the orbital types in most of these doublets. The largest forbidden linear coefficient was \(4.6\times10^{-14}\) eV nm. The lowest band has \(\alpha_x=7.21\times10^{-4}\) and \(\alpha_y=-8.89\times10^{-4}\) eV nm. At \(\mathbf k=(0.006,0.008,0.005)\) nm⁻¹, diagonalization and Corollary 1 both give \(1.6655\times10^{-5}\) eV. Inverting the crystal reversed both coefficients.

At \(k_x=1.5\) nm⁻¹ the linear formula gives \(2(7.21\times10^{-4})(1.5)=2.16\) meV, against 2.19 meV from diagonalization. The difference, about 1% of the linear value, comes from terms beyond first order.

## A model valley in polar hafnia

Second-order terms add masses but no spin splitting: \(k_ik_j\sigma_l\) is odd under time reversal, whereas \(k_ik_j\) is unchanged by \(\mathbf k\to-\mathbf k\). The mirrors exclude the mixed products \(k_xk_y,k_xk_z,k_yk_z\). Through second order, for positive masses,

\[
E_\pm=\sum_i\frac{\hbar^2k_i^2}{2m_i}
\pm\sqrt{\alpha_x^2k_x^2+\alpha_y^2k_y^2}.
\]

To find the minima, set \(q_i=\hbar k_i/\sqrt{m_i}\) and \((q_x,q_y)=q(\cos\varphi,\sin\varphi)\). The lowest energy has \(q_z=0\), where

\[
E_-=\frac{q^2}{2}-\frac{qA}{\hbar},\qquad
A^2=m_x\alpha_x^2\cos^2\varphi+m_y\alpha_y^2\sin^2\varphi .
\]

Setting \(\partial E_-/\partial q=0\) gives \(q=A/\hbar\) and \(E_-=-A^2/(2\hbar^2)\). If \(m_x\alpha_x^2\ne m_y\alpha_y^2\) and both are nonzero, the stationary points lie on the axes, at

\[
|k_i|=\frac{m_i|\alpha_i|}{\hbar^2},\qquad
E_i=-\frac{m_i\alpha_i^2}{2\hbar^2}.
\]

The larger \(m_i\alpha_i^2\) gives two minima and the smaller gives two saddles. If they are equal, \(A\) is independent of \(\varphi\) and the minima join into a closed curve.

Take \(m_i=m_e\), \(\alpha_x=0.060\) eV nm (0.60 eV Å) and \(\alpha_y=0.050\) eV nm (0.50 eV Å). Then \(\alpha_R=0.005\) and \(\alpha_D=0.055\) eV nm. With \(\hbar^2/(2m_e)=0.0381\) eV nm²,

\[
|k_x|=\frac{0.060}{2(0.0381)}=0.787\ \text{nm}^{-1},\qquad
E_x=-\frac{0.060^2}{4(0.0381)}=-23.6\ \text{meV}.
\]

The same arithmetic for \(y\) gives saddles at 0.656 nm⁻¹ and \(-16.4\) meV, 7.2 meV above the minima. At a minimum the branches are \(2(0.060)(0.787)=0.094\) eV apart, or 94 meV.

At \((k_x,k_y)=(0.50,0.30)\) nm⁻¹ the field is \((0.015,0.030)\) eV, so the splitting is 67 meV. The lower branch has pseudospin direction \((-0.447,-0.894)\), opposite to the field; polar reversal gives \((0.447,0.894)\). The winding is \(-1\), while the test crystal's coefficients of opposite sign in the 125-wave basis imply \(+1\). Both are compatible with mm2.

## Relation to memory capacitors

The valley parameters are rough scales, not computed properties of hafnia, and symmetry does not decide whether the conduction minimum lies at the zone centre. In a polycrystalline film the assumption of a perfect crystal fails, and scattering broadens the levels. For a rough mobility \(\mu=10\) cm²/Vs, the Drude relation \(\tau=m_e\mu/e\) formally gives \(\hbar/\tau\) of about 0.12 eV. This is well above the thermal energy of 26 meV at 300 K, so the relation is outside its range of validity. The number is only a warning that sharp band states, and hence a resolved 94 meV splitting, cannot be assumed at that mobility.

Other omissions affect different parts of the result:

- At 300 K, \(k_BT=26\) meV exceeds the 7.2 meV saddle height, so carriers are not confined to the two minima.
- With \(m_x\) and both coefficients fixed, \(m_y/m_x>(0.060/0.050)^2=1.44\) moves the minima to the \(y\) axis.
- Replacing \(k_x\) by \(\sin(k_xa)/a\) in the linear term lowers the splitting at the original minimum by 2.8%. This only illustrates a possible cubic correction. Symmetry fixes neither its sign nor its size, and in the test model above the splitting rises above the linear value instead.
- At \(10^{18}\) cm⁻³, a parabolic band without splitting has a Fermi energy of 3.6 meV, below \(k_BT\), so the carriers are nondegenerate.
- Hard-wall confinement in a 10 nm film costs 3.8 meV. If the polar axis is normal to the film, this shifts both branches equally within the present model; spin-orbit terms from the interfaces are left out.
- At 1 MV/cm the potential energy changes by 127 meV over 1.27 nm. If the field lies along the polar axis, it separates from the in-plane motion in the present model and leaves the splitting unchanged. Changes of the coefficients as the crystal distorts or switches are left out.

Several of these effects bear on whether the splitting can be observed or used. The allowed form of \(H_1\) depends on the symmetry and the isolated doublet, not on these magnitudes. The numerical output follows.

## Calculated quantities

```
SYMMETRY COUNT
linear terms allowed by mirrors alone: 3
linear terms with time reversal too: 2
PLANE-WAVE TEST CRYSTAL (not computed hafnia)
cell edges a, b, c: 0.52 0.50 0.51 nm
plane waves per spin: 125
model spin-orbit strength: 5.0e-04 nm^2
isolated doublets tested: 12
orbital irreps represented: 4
largest forbidden coefficient: 4.6e-14 eV nm
lowest band, coefficient of kx sigma_y: 7.2091e-04 eV nm
lowest band, coefficient of ky sigma_x: -8.8948e-04 eV nm
true-spin factors sx, sy, sz: 0.999717 0.999647 0.999903
test wavevector: 0.006 0.008 0.005 1/nm
splitting by diagonalization: 1.66548e-05 eV
splitting by linear formula: 1.66548e-05 eV
splitting at kz = 1.5 1/nm: 1.0e-13 eV
splitting at kx = 1.5 1/nm: 2.188e-03 eV
reversed crystal, two coefficients: -7.2091e-04, 8.8948e-04 eV nm
centrosymmetric crystal, largest coefficient: 1.1e-16 eV nm
VALLEY EXAMPLE (rough typical scales)
mass: 1.0 m_e
alpha_x: 0.060 eV nm = 0.60 eV angstrom
alpha_y: 0.050 eV nm = 0.50 eV angstrom
Rashba part: 0.0050 eV nm
Dresselhaus part: 0.0550 eV nm
hbar^2/(2 m_e): 0.038100 eV nm^2
minima at kx = +/- 0.7874 1/nm
energy of minima: -23.622 meV
saddles at ky = +/- 0.6562 1/nm
energy of saddles: -16.404 meV
saddle above minimum: 7.218 meV
branch splitting at minimum: 94.489 meV
sample kx, ky: 0.50 0.30 1/nm
splitting at sample: 67.082 meV
lower-branch spin, first polar state: -0.4472 -0.8944
lower-branch spin, reversed state: 0.4472 0.8944
winding, coefficients of same sign: -1
winding, coefficients of opposite sign: 1
NEGLECTED EFFECTS
thermal energy at 300 K: 25.85 meV
rough mobility: 10 cm2/Vs
lifetime broadening hbar/tau: 115.8 meV
cubic correction at minimum, sine-band estimate: 2.77 %
mass ratio my/mx that moves minima to y: 1.440
assumed carrier density: 1.0e+18 cm^-3
Fermi energy, parabolic estimate: 3.65 meV
confinement energy in 10 nm film: 3.76 meV
potential drop over 1/k_min at 1 MV/cm: 127.0 meV
```
